# Kassel's Quantum Rate for Decomposition, Derived by Counting Quanta

A model molecule has 33 equal oscillators and holds 30 vibrational quanta. It decomposes when 21 of them gather in one particular oscillator. If energy is treated as continuous, the rate is $1.9\times10^{-2}\ \mathrm{s^{-1}}$. If whole quanta are counted, with the same prefactor and threshold, it is $7.8\times10^{5}\ \mathrm{s^{-1}}$, larger by a factor of $4.2\times10^{7}$. The theorem below gives the second number, and the section on the classical limit explains the gap.

## Assumptions and theorem

**A1. Oscillators.** The molecule is a set of $s$ distinguishable harmonic oscillators of frequency $\nu$. A state is a list $(c_1,\dots,c_s)$ of non-negative integers, and its energy above the zero point is $nh\nu$ with $n=c_1+\dots+c_s$. The coupling between oscillators moves quanta about but is too weak to change this energy appreciably.

**A2. Statistics.** At fixed $n$ all such lists are equally likely.

**A3. Dynamics.** The list is redrawn at random times, with probability $A\,dt$ in each interval $dt$. Each draw is independent of the earlier ones, and $A$ does not depend on $n$. The molecule decomposes at the first draw with $c_1\ge m$, where $m\geq 1$. Oscillator 1 is the critical one, and the threshold energy is $E_0=mh\nu$.

**Theorem.** Under A1 to A3, a molecule that starts in a non-reactive list decomposes at the rate

$$k(n)=A\,\frac{n!\,(n-m+s-1)!}{(n-m)!\,(n+s-1)!}\quad(n\ge m),\qquad k(n)=0\quad(n<m).$$

**Lemma 1.** The number of lists with total $n$ is $W(n,s)=\binom{n+s-1}{s-1}$.

*Proof.* Write the quanta as $n$ dots in a row and separate the oscillators by $s-1$ bars. The dots before the first bar are $c_1$, those between the first and second bars are $c_2$, and so on. Each list gives one row and each row gives one list. A row has $n+s-1$ places, and it is fixed by choosing which $s-1$ of them hold bars. ∎

**Lemma 2.** For $n\ge m$, the number of lists with $c_1\ge m$ is $W(n-m,s)$.

*Proof.* Take $m$ quanta out of oscillator 1. The result $(c_1-m,c_2,\dots,c_s)$ is a list with total $n-m$. Conversely, adding $m$ quanta to oscillator 1 of any list with total $n-m$ gives a list with total $n$ and $c_1\ge m$. The two operations undo each other, so the two sets have equal size. ∎

The words "at least" matter here. Exactly $m$ quanta in oscillator 1 would leave $n-m$ quanta for the other $s-1$ oscillators, and the count would be $W(n-m,s-1)$.

*Proof of the theorem.* By A2 the probability that a draw is reactive is

$$P(n)=\frac{W(n-m,s)}{W(n,s)}=\frac{(n-m+s-1)!}{(n-m)!\,(s-1)!}\cdot\frac{n!\,(s-1)!}{(n+s-1)!}.$$

The factors $(s-1)!$ cancel and leave the fraction in the theorem. By A3 the number of draws in time $t$ has a Poisson distribution with mean $At$. The molecule survives $j$ draws with probability $(1-P)^j$, so its survival probability is

$$S(t)=\sum_{j=0}^{\infty}e^{-At}\frac{(At)^j}{j!}(1-P)^j=e^{-At}e^{At(1-P)}=e^{-APt}.$$

This is exponential decay with rate $k=AP$. For $n<m$ no list is reactive, and $P=0$. ∎

Cancelling the common parts of the factorials gives a form that is easier to read:

$$P(n)=\prod_{j=1}^{s-1}\frac{n-m+j}{n+j}.\tag{1}$$

**Special cases.** For $s=1$ the product is empty and $P=1$, since all the energy is already in the critical oscillator. For $m=1$ the product telescopes to $P=n/(n+s-1)$. At threshold, $n=m$, a single list is reactive and $P=1/W(m,s)$. The rate therefore starts at a finite value. It then rises with $n$, because

$$\frac{P(n+1)}{P(n)}=\frac{(n+1)(n-m+s)}{(n-m+1)(n+s)},$$

and the numerator exceeds the denominator by $m(s-1)$, which is positive for $s\ge2$.

## What the prefactor means

Counting fixes $P$ but says nothing about $A$. Transition-state theory supplies a value in one case. Let the reaction coordinate cross a dividing surface with momentum $p$ and speed $v$. A length $L$ of this coordinate holds $L\,dp/h$ states in the range $dp$, and each crosses at the rate $v/L$. The flux is $v\,dp/h=d\varepsilon/h$, where $\varepsilon$ is the energy of motion along the coordinate. Each state of the other modes that the energy allows contributes this amount. With $W^\ddagger$ such states and $\rho$ reactant states per unit energy,

$$k=\frac{W^\ddagger}{h\rho}.$$

Suppose the other $s-1$ oscillators keep their frequency at the dividing surface. Then $W^\ddagger$ is the number of ways to place at most $n-m$ quanta in them. Each such placement fixes $c_1=n-(c_2+\dots+c_s)\ge m$, so it corresponds to one reactive list, and $W^\ddagger=W(n-m,s)$. The reactant has $W(n,s)$ states in each energy step $h\nu$, so $\rho=W(n,s)/(h\nu)$. Hence

$$k=\frac{W(n-m,s)\,h\nu}{h\,W(n,s)}=\nu P(n),$$

which is the theorem with $A=\nu$. This $\rho$ spreads the states of each level over a step $h\nu$, and a thermal average over the discrete levels weights the whole step at its lower edge. Integrating the flux over all energies instead gives the thermal prefactor $(k_BT/h)(1-e^{-h\nu/k_BT})$, which is smaller than $\nu$ and approaches it when $h\nu\ll k_BT$. If the frequencies do change, $W^\ddagger$ is no longer the shifted count, and the ratio $k/P$ will in general depend on $n$. A constant $A$ is then an approximation.

Equivalent bonds also enter $A$. If any of three critical oscillators may break and $n<2m$, no two of them can hold $m$ quanta at once. The three events exclude one another, and the probability is $3P$.

## The classical limit and its failure

**Proposition.** Let $s\ge2$, $n>m$ and $P_{\rm cl}=(1-m/n)^{s-1}$. Then

$$0<\ln\frac{P}{P_{\rm cl}}\le\delta,\qquad \delta=\frac{s(s-1)\,m}{2n(n-m)}.$$

*Proof.* Divide each factor of (1) by $(n-m)/n$ and take logarithms:

$$\ln\frac{P}{P_{\rm cl}}=\sum_{j=1}^{s-1}\left[\ln\left(1+\frac{j}{n-m}\right)-\ln\left(1+\frac jn\right)\right].$$

Every bracket is positive because $n-m<n$. The function $\ln(1+jy)$ has slope $j/(1+jy)\le j$ for $y\ge0$, so each bracket is at most $j[1/(n-m)-1/n]=jm/[n(n-m)]$. Summing with $\sum j=s(s-1)/2$ gives $\delta$. ∎

The classical formula is therefore good when $\delta\ll1$. This means that the quanta left per oscillator after $m$ have been set aside, $(n-m)/s$, must be large compared with $(s-1)m/(2n)$. The reason for its failure can be seen in the counts. Lemma 1 reads $W(n,s)=\prod_{j=1}^{s-1}(n+j)/(s-1)!$, and the classical volume $n^{s-1}/(s-1)!$ is too small by $\prod(1+j/n)$. The same error at $n-m$ quanta is larger, so the numerator of $P$ suffers more than the denominator.

**A better continuous form.** Centre the factors of (1) by writing $a=n-m+s/2$, $b=n+s/2$ and $d_j=j-s/2$. Then

$$P=\prod_{j=1}^{s-1}\frac{a+d_j}{b+d_j},\qquad P_{\rm zp}=\left(\frac ab\right)^{s-1}=\left(1-\frac{m}{n+s/2}\right)^{s-1}.$$

The added $s/2$ quanta are the zero-point energy of the $s$ oscillators. The $d_j$ lie symmetrically about zero, so odd powers cancel in the expansion of $\ln(P/P_{\rm zp})$. The second power needs

$$\sum_{j=1}^{s-1} d_j^2=\frac{(s-1)s(2s-1)}6-\frac{s^2(s-1)}2+\frac{s^2(s-1)}4=\frac{s(s-1)(s-2)}{12}.$$

Since $\ln(1+u)=u-u^2/2+\dots$, the leading error is

$$\ln\frac{P}{P_{\rm zp}}\approx-\frac{s(s-1)(s-2)}{24}\left(\frac1{a^2}-\frac1{b^2}\right).$$

For $s\ge3$ it is negative. The later even terms are negative too, because every even power in the series of $\ln(1+u)$ has a negative coefficient and $a<b$. Hence $P_{\rm zp}$ overestimates where $P_{\rm cl}$ underestimates. For $s=2$ the only $d_j$ is zero and $P_{\rm zp}$ is exact.

## Thermal average and pressure

Let $x=e^{-h\nu/k_BT}$. Each oscillator contributes the geometric series $\sum_c x^c=1/(1-x)$ to the partition function, so the equilibrium population of level $n$ is

$$f(n)=W(n,s)\,x^n(1-x)^s .$$

**Corollary.** If collisions maintain this population, the rate is $k_\infty=Ae^{-E_0/k_BT}$ for every $s$.

*Proof.* The factor $W(n,s)$ in $f$ cancels the denominator of $P$. With $n'=n-m$,

$$\sum_{n\ge m}k(n)f(n)=Ax^m\sum_{n'\ge0}W(n',s)\,x^{n'}(1-x)^s=Ax^m,$$

because the last sum is the normalization of $f$. Finally $x^m=e^{-mh\nu/k_BT}$. ∎

The proof also gives $k(n)f(n)/k_\infty=f(n-m)$. Reacting molecules thus have the thermal distribution shifted up by $m$ quanta, and their mean energy exceeds that of all molecules by $E_0$. The number of oscillators has dropped out of $k_\infty$, so a high-pressure rate cannot reveal $s$ in this model.

At finite pressure reaction depletes the high levels. Assume strong collisions: each one, at rate $\omega$, returns a molecule to the distribution $f$ whatever its level was. With $N_n$ molecules in level $n$ and $N$ in all,

$$\frac{dN_n}{dt}=\omega f(n)N-\omega N_n-k(n)N_n .$$

Let all populations decay together as $e^{-\lambda t}$. The left side is then $-\lambda N_n$, and $N_n=\omega f(n)N/[\omega+k(n)-\lambda]$. Summing the equation over $n$ gives $\lambda N=\sum_n k(n)N_n$. If $\lambda\ll\omega$, it can be dropped from the denominator, and

$$k_{\rm uni}=\sum_{n\ge m}\frac{\omega f(n)k(n)}{\omega+k(n)},\qquad \frac{k_{\rm uni}}{k_\infty}=\sum_{n\ge m}f(n-m)\frac{\omega}{\omega+k(n)}.\tag{2}$$

The second form averages, over the molecules that would react at high pressure, the chance that a collision comes before decomposition.

For large $\omega$ the rate tends to $k_\infty$. For small $\omega$ it tends to $k_0=\omega\sum_{n\ge m}f(n)$, since every molecule lifted to the threshold decomposes before its next collision. As $k(n)$ is smallest at $n=m$, the condition $\omega\ll k(m)$ is sufficient for this limit. Each term of (2) is below the matching term of both limits, so $k_{\rm uni}$ never exceeds either of them.

## Worked example

The parameters are round values in the rough regime of a trimethyl-metal precursor, M(CH$_3$)$_3$, in a low-pressure chemical vapour deposition reactor. Its 13 atoms have $3\times13-6=33$ vibrations, so $s=33$. The other inputs are $h\nu=0.12$ eV, $m=21$, $A=10^{15}\ \mathrm{s^{-1}}$, 900 K and 10 Torr. The threshold is $E_0=21\times0.12=2.52$ eV.

**Fixed energy.** For $n=30$ the two counts are

$$W(30,33)=\binom{62}{32}=4.509\times10^{17},\qquad W(9,33)=\binom{41}{32}=3.503\times10^{8}.$$

Their ratio is $P=7.77\times10^{-10}$, and $k=AP=7.8\times10^5\ \mathrm{s^{-1}}$. The classical value is $10^{15}\times(1-21/30)^{32}=1.9\times10^{-2}\ \mathrm{s^{-1}}$. Here $\delta=41$, far from small, and the actual logarithm of the ratio, $\ln(4.2\times10^7)=17.6$, respects the bound. Only 9 quanta remain for 33 oscillators once the threshold is paid, and the classical volume, which leaves out the zero-point shift, is a poor count of such a sparse distribution.

The zero-point form gives $4.5\times10^6\ \mathrm{s^{-1}}$, too high by a factor of 5.8. With $a=25.5$ and $b=46.5$, the leading error formula predicts $\ln(P/P_{\rm zp})=-1.47$, against the actual $-1.75$. The expansion is only moderately good because $|d_j|$ reaches 15.5, which is not small beside $a$.

**High pressure.** At 900 K, $k_BT=0.07756$ eV, so $E_0/k_BT=32.5$ and $k_\infty=7.7\ \mathrm{s^{-1}}$. With $x=0.2128$ the mean number of quanta is $sx/(1-x)=8.9$ for all molecules and $8.9+21=29.9$ for reacting ones. This is why $n=30$ is a representative level.

**Finite pressure.** For hard spheres of diameter $d=0.55$ nm the collision rate is

$$\omega=\frac{p}{k_BT}\,\pi d^2\sqrt{\frac{8k_BT}{\pi\mu}} .$$

The precursor has mass $70+3\times15=115$ u and the bath gas 28 u, so $\mu=115\times28/143=22.5$ u and $\omega=9.4\times10^7\ \mathrm{s^{-1}}$ at 10 Torr. Equation (2) gives $k_{\rm uni}=7.4\ \mathrm{s^{-1}}$, or 96% of $k_\infty$. The condition $k_{\rm uni}\ll\omega$ holds well, with a ratio of $8\times10^{-8}$.

The missing 4% comes from the upper levels. At $n=30$ a collision comes first with probability $\omega/(\omega+k)=0.99$. At $n=40$, where $k=1.7\times10^8\ \mathrm{s^{-1}}$, the probability is 0.36.

At fixed temperature the ratio $k_{\rm uni}/k_\infty$ falls slowly as the pressure is lowered:

| Pressure (Torr) | Equal modes | Rough mode set |
|---|---|---|
| 100 | 0.994 | 0.986 |
| 10 | 0.957 | 0.920 |
| 1 | 0.823 | 0.722 |
| 0.1 | 0.564 | 0.425 |
| 0.001 | 0.109 | 0.056 |

The last column is explained below. Even 0.001 Torr is far from the low-pressure limit. There $\omega=9.4\times10^3\ \mathrm{s^{-1}}$, and a fraction $1.87\times10^{-3}$ of the equilibrium population lies at or above threshold, so $k_0=17.5\ \mathrm{s^{-1}}$. Equation (2) gives $0.109\times7.74=0.84\ \mathrm{s^{-1}}$, some 21 times less. The rate at threshold is $k(21)=3.1\ \mathrm{s^{-1}}$, and $\omega$ does not fall to this value until the pressure is $3\times10^{-7}$ Torr. These low-pressure figures count gas collisions only. At 0.001 Torr the mean free path is already about 4 cm, so in a reactor a few centimetres wide the molecules meet the walls about as often as the gas, and equation (2) with this $\omega$ no longer describes them.

**Temperature.** At a fixed 10 Torr, $k_{\rm uni}$ is 0.13, 7.4 and 178 $\mathrm{s^{-1}}$ at 800, 900 and 1000 K. The half-lives are 5.3, 0.094 and 0.0039 s. In this model the gas changes from nearly inert to quickly consumed within 200 K if it stays hot for some tenths of a second.

## The model beside a real precursor

A threshold near 2.5 eV and a prefactor of $10^{15}\ \mathrm{s^{-1}}$ or somewhat more are rough values for loss of the first methyl group from trimethylgallium, whose metal has a mass near the 70 u used above. Other metals can have clearly different thresholds. The rate is sensitive to the threshold: at 900 K an error of 0.1 eV changes $k_\infty$ by $e^{0.1/0.07756}=3.6$.

Equal frequencies are plainly untrue of such a molecule. A rough set of 33 modes has nine at 0.37 eV, nine at 0.16, six at 0.09, and three each at 0.07, 0.02 and 0.01. Its mean thermal energy at 900 K is 1.05 eV, close to the 1.07 eV of the equal oscillators. Let a metal–carbon stretch of 0.07 eV be critical, with $36\times0.07=2.52$ eV required. Lemma 2 still applies, because removing 36 quanta from that mode maps the reactive states onto all states at energy $E-E_0$. Thus $P=N(E-E_0)/N(E)$, where $N$ counts states, and the thermal average is again $Ae^{-E_0/k_BT}$. The two columns of the table therefore share the same $k_\infty$ and $A$. Unequal modes lower the rate by 4% at 10 Torr and by about half at 0.001 Torr. The three 0.01 eV modes stand for methyl torsions, which at 900 K are closer to free rotors than to harmonic oscillators. Counting them as classical free rotors, with the same $k_\infty$, moves the ratios from 0.92 to 0.90 at 10 Torr and from 0.056 to 0.042 at 0.001 Torr, so the column describes the mode set and not the molecule to the digits shown.

Both columns hold $A$ constant. If bending modes loosen at the dividing surface, $k/P$ depends on energy and the ratios shift. For example, count the states $W^\ddagger$ of the mode set directly, with $k_\infty$ kept the same. If no frequency changes, the ratio is 0.91 at 10 Torr and 0.051 at 0.001 Torr. These values lie slightly below those in the table because the energy along the reaction coordinate is no longer restricted to whole quanta. If two of the 0.09 eV modes drop to 0.02 eV at the dividing surface, the ratios fall further, to 0.88 and 0.042.

Real collisions transfer limited energy. If this is represented by a rough efficiency of 0.1 multiplying $\omega$, the 10 Torr result becomes that for 1 Torr: $k_{\rm uni}/k_\infty=0.82$ for equal modes and 0.72 for the mode set. The efficiency is assumed, not derived. A master equation for the mode set with exponentially distributed downward energy steps gives 0.74 at 10 Torr for a mean step of 0.08 eV, but 0.57 for 0.04 eV and 0.40 for 0.02 eV, so weak collisions can lower the rate much more.

The prefactor is 34 times the model frequency $\nu=2.9\times10^{13}\ \mathrm{s^{-1}}$. It therefore cannot be read literally as the rate at which vibrational energy is redrawn in A3. For the precursor, $k=AP$ is a transition-state form in which $A$ collects several factors. Three equivalent bonds supply a factor of 3. Rotation supplies about 2.4, the ratio of $\sqrt{I_aI_bI_c}$ (the principal moments of inertia) when one bond is stretched to twice its length and the methyl groups are treated as points. Relative to $\nu$, a factor of 4.8 remains. The thermal transition-state prefactor $(k_BT/h)(1-e^{-h\nu/k_BT})$ is only $1.5\times10^{13}\ \mathrm{s^{-1}}$ at 900 K, about half of $\nu$, and relative to it the remaining factor is 9.5. With the 0.07 eV stretch as the critical mode it would be 12.5. Loosened bending modes may contribute to this remainder. These factors are already inside $A$ and must not be applied again.

Two smaller effects change $k_\infty$ by a few per cent. Treating the three metal–carbon stretches as Morse oscillators gives the reactant more thermally accessible states. If the two bonds that do not break are taken as harmonic at the dividing surface, the rate is multiplied by 0.96. If they stay Morse oscillators there, their contributions cancel and only the breaking bond counts, with a factor $0.956^{1/3}=0.985$. These factors take 0.07 eV as the harmonic frequency of the Morse well; if it is the observed fundamental, they become 0.98 and 0.994. Tunnelling through a barrier as sharp as the 0.07 eV stretch would multiply it by 1.03 in Wigner's estimate, $1+(h\nu_b/k_BT)^2/24$, where $h\nu_b=0.07$ eV.

The largest departure at low pressure may come from the reactor wall. The hard-sphere diffusion coefficient from kinetic theory, $D=3k_BT/(4\mu\omega)$, is 27 $\mathrm{cm^2/s}$ at 10 Torr. Between two walls a distance $L=2$ cm apart that consume every arriving molecule, the slowest density profile is $\sin(\pi z/L)$, and it decays at $\pi^2D/L^2=66\ \mathrm{s^{-1}}$. This is 8.9 times the gas-phase rate, and the total loss would be 73 instead of 7.4 $\mathrm{s^{-1}}$. Less reactive walls would take less. Since $D\propto1/p$, the wall rate at 100 Torr, with temperature and gap unchanged, is 6.6 $\mathrm{s^{-1}}$, comparable with $k_{\rm uni}$. A measured loss of precursor can thus be compared with $k_{\rm uni}$ only when the wall contribution is known or made small. The same holds for any loss by reaction with the methyl radicals released. The numerical output lists most of the values used here.

## Numbers as computed

```
oscillators s = 33, threshold m = 21 quanta
quantum = 0.12 eV, threshold E0 = 2.52 eV
A = 1.0e+15 1/s, nu = 2.902e+13 1/s, A/nu = 34.5
T = 900 K, kT = 0.07756 eV, x = 0.2128
pressure = 10 Torr, diameter = 0.55 nm
masses: metal 70, methyl 15, bath 28 u
reduced mass = 22.52 u
collision rate omega = 9.380e+07 1/s
W(30 quanta) = 4.5088e+17
favourable W(9 quanta) = 3.5034e+08
P(30) = 7.7702e-10
n: k quantum, k classical, k zero-point form (1/s)
  21: 3.145e+00, 0.000e+00, 3.895e+03
  25: 5.932e+03, 3.403e-11, 1.580e+05
  30: 7.770e+05, 1.853e-02, 4.475e+06
  35: 1.788e+07, 1.845e+02, 5.245e+07
  40: 1.699e+08, 4.510e+04, 3.481e+08
classical criterion s(s-1)m/[2n(n-m)] at n=30: 41.1
mean quanta: all 8.92, reacting 29.92
fraction with n >= m = 1.867e-03
high-pressure rate = 7.738 1/s
k_uni at 10 Torr = 7.404 1/s
k_uni/omega = 7.9e-08
pressure where omega = k(m): 3.35e-07 Torr
Torr: k_uni/k_inf equal modes, rough 33-mode set
  0.001: 0.1085, 0.0563
  0.01: 0.2873, 0.1804
  0.1: 0.5635, 0.4254
  1: 0.8225, 0.7220
  10: 0.9569, 0.9195
  100: 0.9936, 0.9864
K: k_uni at 10 Torr (1/s), half-life (s)
  800: 1.315e-01, 5.270e+00
  900: 7.404e+00, 9.362e-02
  1000: 1.782e+02, 3.890e-03
rough mode set (number x eV): 9x0.37, 9x0.16, 6x0.09, 3x0.07, 3x0.02, 3x0.01
mean thermal energy: equal 1.071 eV, mode set 1.050 eV
weak collisions, efficiency 0.1: k_uni/k_inf = 0.8225 equal, 0.7220 mode set
rotation factor, one bond doubled = 2.39
A/nu left after 3 bonds and rotation = 4.81
anharmonic factor, three stretches = 0.956
Wigner tunnelling factor at 0.07 eV = 1.034
diffusion coefficient = 26.6 cm2/s
wall transport rate, 2 cm gap = 65.6 1/s
wall transport / gas decomposition = 8.9
```
